# Asymptotic Exchange Energy Density and the Becke Gradient Term

## Result

Hartree atomic units are used. Let $\rho_\sigma$ be the density of spin $\sigma$, $n=\sum_\sigma\rho_\sigma$ the total density, and $r$ the distance from an origin inside a finite system.

**Theorem.** (a) The exact exchange energy density satisfies

$$e_x(\mathbf r)\to-\frac{n(\mathbf r)}{2r}\qquad(r\to\infty),$$

in the sense that the ratio of the two sides tends to one.

(b) The Becke gradient term

$$e_{B\sigma}=-\beta\,\rho_\sigma^{4/3}\,\frac{x_\sigma^2}{1+6\beta x_\sigma\,\mathrm{asinh}\,x_\sigma},\qquad x_\sigma=\frac{|\nabla\rho_\sigma|}{\rho_\sigma^{4/3}},$$

summed over spins, has the same limit for every fixed $\beta>0$ and every decay constant $a>0$, along directions in which the density decays exponentially and $|\nabla\rho_\sigma|/\rho_\sigma$ tends to the same constant $a$.

The precise assumptions follow.

**Assumptions for (a).** Each spin channel has finitely many orthonormal orbitals $\phi_i$ with occupation one, and $\rho_\sigma(\mathbf r)\le Ce^{-\kappa r}$ for some positive $C,\kappa$. With

$$\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r'),\qquad \rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r),$$

the energy density is taken in its conventional form,

$$e_{x\sigma}(\mathbf r)=-\frac12\int\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

This choice matters, because adding a function that integrates to zero changes the energy density but not the energy.

**Assumptions for (b).** Along the direction considered,

$$g\equiv\frac{|\nabla\rho_\sigma|}{\rho_\sigma}\to a,\qquad -\frac{\ln\rho_\sigma}{r}\to a,\qquad a>0.$$

A channel without electrons contributes nothing. For the others it suffices to show that the ratio $R=-2r\,e_\sigma/\rho_\sigma$ tends to one. Indeed,

$$\left|\sum_\sigma e_\sigma+\frac{n}{2r}\right|=\left|\sum_\sigma\frac{\rho_\sigma}{2r}(1-R_\sigma)\right|\le\frac{n}{2r}\max_\sigma|1-R_\sigma|.$$

The spin index is dropped below.

## Lemma 1: the hole is one normalized orbital

Fix a point $\mathbf r$ with $\rho(\mathbf r)>0$ and define

$$\psi_{\mathbf r}(\mathbf r')=\frac{\gamma(\mathbf r',\mathbf r)}{\sqrt{\rho(\mathbf r)}}=\sum_i c_i\phi_i(\mathbf r'),\qquad c_i=\frac{\phi_i^*(\mathbf r)}{\sqrt{\rho(\mathbf r)}}.$$

Then

$$\int|\psi_{\mathbf r}(\mathbf r')|^2d^3r'=1,\qquad |\psi_{\mathbf r}(\mathbf r')|^2\le\rho(\mathbf r').$$

*Proof.* Orthonormality reduces the integral to $\sum_i|c_i|^2=\sum_i|\phi_i(\mathbf r)|^2/\rho(\mathbf r)=1$. The Cauchy–Schwarz inequality gives

$$\Big|\sum_i c_i\phi_i(\mathbf r')\Big|^2\le\sum_i|c_i|^2\sum_i|\phi_i(\mathbf r')|^2=\rho(\mathbf r').\qquad\blacksquare$$

Since $|\gamma(\mathbf r,\mathbf r')|^2=\rho(\mathbf r)|\psi_{\mathbf r}(\mathbf r')|^2$, the exchange energy density becomes

$$e_x(\mathbf r)=-\frac{\rho(\mathbf r)}2\int\frac{|\psi_{\mathbf r}(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

The exchange hole is $-|\psi_{\mathbf r}|^2$. It removes one electron, and the second inequality confines it to the region where the system has density. When the reference electron moves far out, its hole stays behind.

## Proof of (a)

The ratio is $R_x=r\int|\psi_{\mathbf r}(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r'$. By the triangle inequality, $\big|r-|\mathbf r-\mathbf r'|\big|\le r'$, so

$$\left|\frac{r}{|\mathbf r-\mathbf r'|}-1\right|\le\frac{r'}{|\mathbf r-\mathbf r'|}.$$

Using the normalization and the bound of Lemma 1,

$$|R_x-1|\le\int\rho(\mathbf r')\frac{r'}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

It remains to show that the right side vanishes at large $r$. Split the integral into three regions:

- For $r'<r/2$ we have $|\mathbf r-\mathbf r'|>r/2$. The contribution is at most $(2/r)\int\rho(\mathbf r')r'\,d^3r'$, which tends to zero.
- For $r'\ge r/2$ and $|\mathbf r-\mathbf r'|\ge1$, it is at most $\int_{r'\ge r/2}\rho(\mathbf r')r'\,d^3r'$, the tail of a convergent integral.
- For $r'\ge r/2$ and $|\mathbf r-\mathbf r'|<1$, it is at most $2\pi$ times the largest value of $\rho(\mathbf r')r'$ in that region, because $\int_{s<1}d^3s/s=2\pi$. This also tends to zero.

Hence $R_x\to1$. $\blacksquare$

**Remark (meaning and scope).** A distant electron interacts with a localized hole of unit charge, which gives $-1/r$. The factor $\tfrac12$ is the one in the definition of the pair energy. The proof does not require a single highest orbital to dominate, and it holds in nodal directions too.

Integer occupation does matter. Let the orbitals have occupations $f_i\le1$, with $\gamma=\sum_if_i\phi_i\phi_i^*$. The hole then contains

$$\frac{\sum_if_i^2|\phi_i(\mathbf r)|^2}{\sum_if_i|\phi_i(\mathbf r)|^2}$$

electrons. If one orbital of occupation $f$ dominates at large $r$, this number tends to $f$. The bound by $\rho(\mathbf r')$ survives, since Cauchy–Schwarz applies to the weighted sums, so the same estimate gives $e_x\to-f\rho/(2r)$ in that channel.

## Proof of (b)

Write $A=\mathrm{asinh}\,x$. From the definitions, $\rho^{1/3}x=|\nabla\rho|/\rho=g$. Therefore

$$R_B=-\frac{2r\,e_B}{\rho}=\frac{2r\beta\rho^{1/3}x^2}{1+6\beta xA}=\frac{2r\beta g\,x}{1+6\beta xA}.$$

Taking $6\beta xA$ out of the denominator gives

$$R_B=\frac{gr}{3A}\;\frac{1}{1+1/(6\beta xA)}.\tag{1}$$

The first factor is free of $\beta$. For the second, use $x=g\rho^{-1/3}$:

$$\frac{\ln x}{r}=\frac{\ln g}{r}-\frac{\ln\rho}{3r}\to\frac a3.$$

So $x$ grows exponentially, $xA\to\infty$, and the second factor tends to one for any fixed $\beta>0$.

For the first factor, $A=\ln\!\big(x+\sqrt{x^2+1}\big)$ and $x\le\sqrt{x^2+1}\le x+1$, so

$$\ln(2x)\le A\le\ln(2x+1).$$

Both bounds, divided by $r$, tend to $a/3$. Thus $A/r\to a/3$, and

$$R_B\to\frac{a}{3\,(a/3)}=1.\qquad\blacksquare$$

**Remark (why both parameters disappear).** At large $x$ the gradient term becomes $-|\nabla\rho|/(6\,\mathrm{asinh}\,x)$. The numerator supplies one factor $a$ and the inverse hyperbolic sine supplies another, $ar/3$; they cancel and leave $1/r$. The coefficient 6 is fixed by this limit: replacing it by $c$ would give $R_B\to6/c$. At small $x$, in contrast, $e_B\approx-\beta\rho^{4/3}x^2$, so $\beta$ sets the strength of the response to weak gradients.

**Remark (local part).** The full functional also contains the local term $-C\rho^{4/3}$ per spin, with $C=\tfrac32(3/4\pi)^{1/3}$. Its contribution to the ratio is $2rC\rho^{1/3}$, which vanishes exponentially. The full Becke exchange energy density therefore has the same limit.

## Rate of approach

Suppose, more specifically, that along a ray with radial gradient

$$\rho=K r^p e^{-ar}\,[1+O(1/r)],\qquad g=a-\frac pr+O(1/r^2).$$

Since $A=\ln(2x)$ up to exponentially small terms,

$$3A=3\ln2+3\ln g-\ln\rho=ar+3\ln(2a)-\ln K-p\ln r+O(1/r).$$

Insert this and $gr=ar-p+O(1/r)$ into equation (1) and expand the quotient:

$$R_B=1+\frac{p\ln r+\ln K-3\ln(2a)-p}{ar}+O\!\left(\frac{\ln^2r}{r^2}\right).\tag{2}$$

The numbers inside the logarithms are values in atomic units. The terms containing $\beta$ die out exponentially, yet the limit is in general reached slowly: the deviation falls as $\ln r/r$ for $p\neq0$ and as $1/r$ for $p=0$. An exception is the pure exponential $\rho=Ke^{-ar}$ with $K=(2a)^3$. There $g=a$ and $3A=ar$ up to exponentially small terms, so the ratio approaches one exponentially fast.

## Example: six electrons in a Coulomb field

Take six noninteracting electrons that doubly occupy the 1s, 2s and $2p_z$ orbitals of a field $-Z/r$ with $Z=2$. With $q=\sqrt{Z^3/(32\pi)}$, the outer orbitals are

$$\phi_{2s}=q(2-Zr)e^{-Zr/2},\qquad \phi_{2p}=qZr\cos\theta\,e^{-Zr/2}.$$

On the positive $z$ axis the 1s density is exponentially smaller than theirs, so

$$\rho\approx q^2\big[(2-Zr)^2+Z^2r^2\big]e^{-Zr}\approx\frac{Z^5}{16\pi}\,r^2e^{-Zr}.$$

Thus $a=Z=2$, $p=2$ and $K=Z^5/(16\pi)=2/\pi$. Axial symmetry makes the gradient radial on this axis.

**The exact ratio.** Far out, the coefficients of 2s and $2p_z$ in Lemma 1 have the quotient $(2-Zr)/(Zr)\to-1$. The hole orbital becomes the hybrid $(\phi_{2p}-\phi_{2s})/\sqrt2$, which leans towards the reference electron. Parity removes the diagonal terms of its mean displacement, leaving

$$\langle z\rangle=-\langle2s|z|2p\rangle=-\frac{Z^4}{24}\int_0^\infty(2-Zr)r^4e^{-Zr}dr=-\frac{Z^4}{24}\,\frac{48-120}{Z^5}=\frac3Z.$$

For the second Legendre moment only the $2p$ density contributes, with weight $\tfrac12$. The angular integral of $\cos^2\theta\,P_2(\cos\theta)$ is $8\pi/15$, so

$$\langle r^2P_2\rangle=\frac12\,q^2Z^2\,\frac{8\pi}{15}\int_0^\infty r^6e^{-Zr}dr=\frac12\,\frac{Z^5}{60}\,\frac{720}{Z^7}=\frac6{Z^2}.$$

The expansion of $r/|\mathbf r-\mathbf r'|$ in Legendre polynomials then gives

$$R_x=1+\frac{3}{Zr}+\frac{6}{Z^2r^2}+O(1/r^3).$$

The finite-$r$ change of the hybrid does not enter at this order. With $t=1-2/(Zr)$, the displacement carries the factor $2t/(1+t^2)=1-O(1/r^2)$, and the $2p$ weight is $\tfrac12+O(1/r)$; both affect $R_x$ first at order $1/r^3$.

**Numbers.** Energies per electron on the axis, in hartree, with $\beta=0.0042$:

| $r$ (bohr) | exact | $-1/(2r)$ | Becke term | local term |
|---:|---:|---:|---:|---:|
| 5 | −0.1348 | −0.1000 | −0.0452 | −0.0782 |
| 10 | −0.0583 | −0.0500 | −0.0445 | −0.0046 |
| 20 | −0.02697 | −0.02500 | −0.02464 | −0.00001 |
| 50 | −0.01031 | −0.01000 | −0.01013 | negligible |
| 200 | −0.002519 | −0.002500 | −0.002525 | negligible |

At 20 bohr the exact value is −0.734 eV and the Becke term −0.670 eV, about 9 % smaller in magnitude relative to the exact value. Equal limits do not imply close agreement at moderate distance. At 5 bohr the local term is still the larger part of the functional.

The moment expansion at 20 bohr gives $R_x\approx1+0.075+0.00375=1.0788$, in agreement with the direct integration. In the nodal plane of $2p_z$ the hole contains only s orbitals and is spherical. It acts on a distant electron as a point charge, and the computed ratio at 20 bohr is 1 to eight decimals.

For the Becke term, equation (2) at 200 bohr reads

$$R_B-1\approx\frac{2\ln200+\ln(2/\pi)-3\ln4-2}{400}=0.00997,$$

against the computed 0.01013. The logarithm explains why the Becke ratio crosses one between 20 and 50 bohr: the numerator changes sign. It later exceeds the exact ratio. Both first-order corrections have the denominator $Zr$, and the Becke numerator $2\ln r-6.61$ passes the exact numerator 3 near 120 bohr; accordingly the Becke term is smaller in magnitude than the exact value at 50 bohr and larger at 200 bohr. At 10000 bohr the deviation is $5.9\times10^{-4}$.

The influence of $\beta$ follows the second factor in equation (1). At 10 bohr, $\beta=0.001$, $0.0042$ and $0.1$ give the ratios 0.847, 0.891 and 0.905. At 40 bohr all three give 1.01029. The numerical check also confirms the limit for pure exponentials with several values of $a$ and $\beta$.

## Where the agreement ends

**Remark (Gaussian tails).** For $\rho=e^{-\alpha r^2}$ we have $g=2\alpha r$ and $-\ln\rho=\alpha r^2$. Hence $3A\approx\alpha r^2$ to leading order, and equation (1) gives

$$R_B\to\frac{2\alpha r\cdot r}{\alpha r^2}=2.$$

The program finds 1.996 for $\alpha=1$ at 100 bohr. A power of $r$ in front of the Gaussian does not change this limit, since it adds only $O(\ln r)$ to $\ln\rho$ and $O(1/r)$ to $g$. Part (a) still holds for orbitals with such tails, so there the Becke term is too large by a factor of two. A Gaussian basis is therefore unsuitable for examining this limit beyond the range its most diffuse function can describe, and that range can be short. For Hartree–Fock helium with the uncontracted s functions of cc-pVTZ, the ratio with $\beta=0.0042$ is already 1.34 at 8 bohr and 1.83 at 20 bohr, whereas the Hartree–Fock solution on a radial grid gives about 0.79 and 0.89. These numbers belong to the basis, not to the atom: the uncontracted s functions of cc-pVQZ give 1.27 and 1.80, and those of aug-cc-pVTZ give 0.53 and 1.31.

**Remark (nodal planes).** An exponential tail alone does not give $g\to a$. Let a channel hold a $2p_z$ orbital with $\rho\propto z^2e^{-ar}$ and otherwise only faster-decaying orbitals, and follow a ray parallel to the nodal plane at fixed height $z_0\neq0$. There $-\ln\rho/r\to a$, but the gradient keeps a component $2/z_0$ across the ray, so $g\to\sqrt{a^2+4/z_0^2}$ and equation (1) gives $R_B\to\sqrt{1+4/(az_0)^2}>1$. Part (a) still gives $R_x\to1$ on that ray.

**Proposition (potential).** For $\rho=e^{-ar}$ the functional derivative of the Becke gradient term tends to $-5/(2ar^2)$.

*Proof.* Put $G=|\nabla\rho|$. Up to exponentially small relative corrections, $e_B=-G/(6A)$ and $dA/dx=1/x$. Since $x=G\rho^{-4/3}$, this gives $\partial A/\partial\rho=-4/(3\rho)$ and $\partial A/\partial G=1/G$. Therefore

$$\frac{\partial e_B}{\partial\rho}=\frac{G}{6A^2}\left(-\frac4{3\rho}\right)=-\frac{2a}{9A^2},\qquad \frac{\partial e_B}{\partial G}=-\frac1{6A}+\frac1{6A^2}.$$

The density decreases outwards, so $\nabla\rho/G=-\hat{\mathbf r}$, and

$$v_B=\frac{\partial e_B}{\partial\rho}-\nabla\cdot\left(\frac{\partial e_B}{\partial G}\frac{\nabla\rho}{G}\right)=\frac{\partial e_B}{\partial\rho}+\frac2r\frac{\partial e_B}{\partial G}+\frac{d}{dr}\frac{\partial e_B}{\partial G}.$$

With $A\approx ar/3$ and $A'=a/3$, the three terms are, to leading order,

$$v_B\to-\frac{2}{ar^2}-\frac{1}{ar^2}+\frac{1}{2ar^2}=-\frac{5}{2ar^2}.\qquad\blacksquare$$

Compare a spin channel with one electron. There $E_x=-\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, and its functional derivative is

$$v_x(\mathbf r)=-\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'\to-\frac1r,$$

by the estimate used for part (a). For a spherical exponential density the Becke potential decays one power of $r$ faster; a constant prefactor $K$ does not change the leading terms, since $A\approx ar/3$ still holds. This does not extend to all densities. For a channel with hydrogen 1s and $2p_z$ orbitals, $\rho=e^{-2r}/\pi+z^2e^{-r}/(32\pi)$, the $z$ derivative in the divergence term gives $v_B\approx+e^{r}/(192A)$, with a relative correction $-1/A$, in the plane $z=0$, so there the Becke potential grows exponentially. A correct limit of the energy density thus does not guarantee a correct limit of the potential: the derivative measures how the energy responds to a change of density, and the two functionals respond differently.

## Computed results

```
model: Z = 2, decay constant a = 2 bohr^-1, beta = 0.0042
r = 1 bohr: full B88 -0.448710, libxc -0.448710 hartree/electron
r = 3 bohr: full B88 -0.224126, libxc -0.224126 hartree/electron
energies per electron on the z axis, hartree:
r/bohr   exact      -1/(2r)    Becke term  local term
    5  -0.134830  -0.100000  -0.045235  -7.816e-02
       ratios to -1/(2r): exact 1.34830, Becke 0.45235
   10  -0.058287  -0.050000  -0.044530  -4.574e-03
       ratios to -1/(2r): exact 1.16574, Becke 0.89061
   20  -0.026971  -0.025000  -0.024635  -9.395e-06
       ratios to -1/(2r): exact 1.07884, Becke 0.98541
       in eV: exact -0.7339, Becke -0.6704
   50  -0.010306  -0.010000  -0.010128  -3.603e-14
       ratios to -1/(2r): exact 1.03061, Becke 1.01276
  200  -0.002519  -0.002500  -0.002525  -3.394e-57
       ratios to -1/(2r): exact 1.00754, Becke 1.01013
r*(exact ratio - 1) at r = 200 bohr: 1.50752 bohr
  hybrid moments predict 1.50750 bohr; displacement 1.500 bohr
nodal plane, r = 20 bohr: exact ratio 1.00000000
r = 200 bohr: Becke ratio - 1 = 1.0130e-02, first order 9.9654e-03
r = 1000 bohr: Becke ratio - 1 = 3.6197e-03, first order 3.6025e-03
r = 10000 bohr: Becke ratio - 1 = 5.9092e-04, first order 5.9051e-04
r = 10 bohr: Becke ratio for beta 0.001, 0.0042, 0.1: 0.846548, 0.890605, 0.904701
r = 40 bohr: Becke ratio for beta 0.001, 0.0042, 0.1: 1.010290, 1.010290, 1.010290
exp(-a r), a = 0.5 bohr^-1, r = 10000 bohr: ratio 1.000000
exp(-a r), a = 2 bohr^-1, r = 10000 bohr: ratio 0.999792
exp(-a r), a = 5 bohr^-1, r = 10000 bohr: ratio 0.999862
Gaussian exp(-r^2), r = 100 bohr: ratio 1.99641
a = 1 bohr^-1: r^2 * Becke potential = -2.49917 hartree bohr^2, limit -2.50000
a = 2 bohr^-1: r^2 * Becke potential = -1.24958 hartree bohr^2, limit -1.25000
one 1s electron, r = 20 bohr: r * exact potential = -1.000000 hartree bohr
```
